# The Keldysh Rotation, Steady States and the Equilibrium Relation for Fermions, part 2

The Keldysh function $G^K$ records how the states of a fermion system are filled. The problem is to find it in thermal equilibrium and in steady states. We set $\hbar=k_B=1$; $\beta$ is the inverse temperature, $\mu$ the chemical potential, $H$ the Hamiltonian and $N$ the particle number. For fermion operators $c_i$,

$$G^>_{ij}(t,t')=-i\langle c_i(t)c_j^\dagger(t')\rangle,\qquad G^<_{ij}(t,t')=i\langle c_j^\dagger(t')c_i(t)\rangle .\tag{1}$$

Further, $G^K=G^>+G^<$ and $D=G^>-G^<=G^R-G^A$, with the retarded function $G^R=\theta(t-t')D$ and the advanced function $G^A_{ij}(t,t')=[G^R_{ji}(t',t)]^*$. In a stationary state $G(\omega)=\int d\tau\,e^{i\omega\tau}G(\tau)$. At equal times, with $n$ the occupation of one level,

$$G^K_{ij}(t,t)=-i\left[\delta_{ij}-2\langle c_j^\dagger c_i\rangle\right],\qquad n=\tfrac12\left[1-iG^K(t,t)\right]\tag{14}$$

If in equilibrium $G^K(\omega)=F\,D(\omega)$ with the same factor $F$ for every system, which was assumed and not proved, one free level at energy $\epsilon$ fixes it:

$$F(\beta\epsilon)=1-\frac{2}{e^{\beta\epsilon}+1}=\frac{e^{\beta\epsilon}-1}{e^{\beta\epsilon}+1}=\tanh\frac{\beta\epsilon}{2}.\tag{4}$$

Let $h$ be the one-particle Hamiltonian and let the self-energy $\Sigma$, with components $\Sigma^R,\Sigma^A,\Sigma^K$, describe what $h$ leaves out: interactions or reservoirs. For a state uncorrelated at the initial time $t_0$,

$$\begin{aligned}G^K(t,t')={}&G^R(t,t_0)\,G^K(t_0,t_0)\,G^A(t_0,t')\\&+\int_{t_0}^{t}dt_1\int_{t_0}^{t'}dt_2\,G^R(t,t_1)\Sigma^K(t_1,t_2)G^A(t_2,t').\end{aligned}\tag{24}$$

The first term is the memory term. For finitely many levels, constant $h$, $\Sigma$ depending on time differences only, and $G^R(\tau)$ decaying fast enough to be integrable, it vanishes as $t_0\to-\infty$, leaving the steady-state formula

$$G^K(\omega)=G^R(\omega)\Sigma^K(\omega)G^A(\omega)\qquad\text{if } G^R(t,t_0)\to0 .\tag{26}$$

### 2.2 The equilibrium relation

Let the density matrix be $e^{-\beta K}/\mathrm{Tr}\,e^{-\beta K}$ with $K=H-\mu N$, and let operators evolve with $K$. Because $c$ removes one particle, this multiplies $c(t)$ by $e^{i\mu t}$ compared with evolution under $H$, which moves the zero of frequency to $\mu$. Let $K|m\rangle=E_m|m\rangle$, let $p_m$ be the thermal probabilities, and write $M_{mn}=\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle$. Inserting complete sets of states into (1) and transforming gives

$$\begin{aligned}G^>_{ij}(\omega)&=-2\pi i\sum_{mn}p_m\,M_{mn}\,\delta(\omega+E_m-E_n),\\ G^<_{ij}(\omega)&=+2\pi i\sum_{mn}p_n\,M_{mn}\,\delta(\omega+E_m-E_n).\end{aligned}\tag{27}$$

In $G^<$ the operator $c_j^\dagger$ stands on the left, so the state that is averaged over is $|n\rangle$. The delta function sets $E_n=E_m+\omega$, hence $p_n=e^{-\beta\omega}p_m$ and

$$G^<(\omega)=-e^{-\beta\omega}G^>(\omega).\tag{28}$$

It follows that $G^R-G^A=G^>-G^<=(1+e^{-\beta\omega})G^>$, while $G^K=(1-e^{-\beta\omega})G^>$. Eliminating $G^>$,

$$G^K(\omega)=\left[G^R(\omega)-G^A(\omega)\right]\tanh\frac{\beta\omega}{2}.\tag{29}$$

The factor is the one found in (4), now without assuming universality. Neither weak interactions nor damping was needed, and the relation holds for every pair $i,j$. If $\omega$ is an absolute energy, replace it by $\omega-\mu$. At low temperature the factor becomes the sign of $\omega$: states below $\mu$ are filled and those above are empty. For $|\beta\omega|\ll1$ it is $\beta\omega/2$, and filled and empty states nearly balance. For bosons the sign in (28) is positive and commutator and anticommutator exchange roles, so $\tanh$ becomes $\coth$.

A finite interacting system has sharp lines, and (29) is then easiest to examine in time. Let $T(t)$ be the transform of $\tanh(\beta\omega/2)$. Integration by parts shows that $itT(t)$ is the transform of its derivative, which decays at large $|\omega|$. For $t>0$ the contour may be closed below, around the points $\omega_n=-i(2n+1)\pi/\beta$. Near each of them the derivative behaves as $-(2/\beta)(\omega-\omega_n)^{-2}$, and the residue including $e^{-i\omega t}$ is $(2it/\beta)e^{-i\omega_nt}$. The clockwise path gives a factor $-i$ after division by $2\pi$, so

$$T(t)=-\frac{2i}{\beta}\sum_{n\ge0}e^{-(2n+1)\pi t/\beta}=\frac{-i}{\beta\sinh(\pi t/\beta)} .\tag{30}$$

Since $T$ is odd, the same expression holds for $t<0$, with a principal value at $t=0$. Thus $G^K$ is the convolution of $T$ with $D$. Numerically this holds to about $10^{-14}$ for a two-site Hubbard model with on-site repulsion $U=4$, the second site raised by $0.7$, $\mu=1.5$ and $\beta=2$, in units of the hopping. When the thermal state is replaced by an equal mixture of two states at different temperatures, which is still stationary (inverse temperatures $\beta$ and $\beta/4$), the relation at the original $\beta$ fails: the largest mismatch in $G^K(t)$ at the times $t=0$, $0.7$ and $2$, in units of the inverse hopping, is 0.17. The relation at a given $\beta$ thus holds in the Gibbs state at that $\beta$ but not in every stationary state. It does not single out the Gibbs state: two free levels with thermal mean occupations but correlated fillings obey it too. This test does not ask whether another $\beta$ would fit; a steady state that no single $\beta$ describes appears in Section 2.4.

### 2.3 How the two formulas fit together

From $(G^R)^{-1}=\omega+i\eta-h-\Sigma^R$ and its conjugate, with $\eta\to0^+$ and $\Sigma^R$ taken at real $\omega$,

$$\begin{aligned}G^R-G^A&=G^R\left[(G^A)^{-1}-(G^R)^{-1}\right]G^A\\&=G^R(\Sigma^R-\Sigma^A)G^A-2i\eta\,G^RG^A .\end{aligned}\tag{31}$$

Where $G^R$ stays finite the last term vanishes. If the self-energy obeys $\Sigma^K=(\Sigma^R-\Sigma^A)\tanh(\beta\omega/2)$, then (26) reproduces (29).

A bound state is different. Suppose a level has a pole at a real energy $E_b$, outside the spectrum of its reservoirs, with weight $Z=[1-d\Sigma^R/d\omega]^{-1}$ taken at $E_b$. Near it $G^R\simeq Z/(\omega-E_b+iZ\eta)$, and

$$-2i\eta\,|G^R|^2=\frac{-2i\eta Z^2}{(\omega-E_b)^2+Z^2\eta^2}\longrightarrow-2\pi iZ\,\delta(\omega-E_b).\tag{32}$$

In equilibrium (29) contains this line, multiplied by $\tanh(\beta E_b/2)$. Equation (26) omits it because $\Sigma^K$ is zero there.

### 2.4 A level between two unequal reservoirs

One spinless level of energy $\epsilon_d$ is coupled by amplitudes $V_L$ and $V_R$ to two semi-infinite chains with hopping $J$. Energies are in units of $J$ and times in units of $\hbar/J$. Eliminating the free chain operators from the equations of motion leaves $\Sigma=\sum_\alpha V_\alpha^2s_\alpha$, where $s_\alpha$ is the Green's function of the end site of the isolated chain $\alpha$. Adding one site to a semi-infinite chain reproduces the chain, so $s^R=1/(\omega-s^R)$. Of the two roots, the retarded one has a negative imaginary part within the band $|\omega|<2$. With $W=V_L^2+V_R^2$,

$$\Sigma^R=\frac W2\left(\omega-i\sqrt{4-\omega^2}\right),\qquad \Gamma_\alpha=V_\alpha^2\sqrt{4-\omega^2},\qquad \Gamma=\Gamma_L+\Gamma_R=-2\,\mathrm{Im}\,\Sigma^R .\tag{33}$$

Each isolated chain is in equilibrium at its own $\mu_\alpha$ and temperature $T=1/\beta$. Applying (29) to $s_\alpha$, with $\Sigma^R_\alpha-\Sigma^A_\alpha=-i\Gamma_\alpha$, gives

$$\Sigma^K=-i\sum_\alpha\Gamma_\alpha\tanh\frac{\omega-\mu_\alpha}{2T}.\tag{34}$$

Define the spectral function $A=i(G^R-G^A)$, which by (31) equals $\Gamma|G^R|^2$ in the band. Then (26) gives

$$iG^K=A\,F,\qquad F(\omega)=\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}\tanh\frac{\omega-\mu_\alpha}{2T}.\tag{35}$$

Take $V_L=0.5$, $V_R=0.4$, $\epsilon_d=0.3$, $T=0.1$, $\mu_L=0.5$ and $\mu_R=-0.5$. At $\omega=0$, $W=0.41$ and $\Sigma^R=-0.41i$, so

$$A=\frac{0.82}{0.3^2+0.41^2}=3.177,\qquad F=\frac{-0.50+0.32}{0.82}\tanh(2.5)=-0.2166,\tag{36}$$

and $iG^K=3.177\times(-0.2166)=-0.688$ in units of $1/J$. At this energy the left chain is nearly full and the right one nearly empty; the left is more strongly coupled, so the level is more than half filled there. If $F$ were one hyperbolic tangent, $2\,\mathrm{artanh}F$ would be linear in $\omega$ with slope $\beta$. Between successive energies $-1,-0.5,0,0.5,1$ the slopes are 9.1, 2.0, 2.5 and 9.3, while each chain has $\beta=10$. The steady state has no single temperature.

Integration over frequency gives $n=0.4166$. Direct evolution with chains of 200 sites gives the same value at $t=150$, whether the level starts empty or full. The fastest waves have speed 2 and need a time 200 to reach a chain end and return, so the ends are not yet felt. The memory factor $|G^R(t,0)|^2$ falls from $9.9\times10^{-3}$ at $t=5$ to $1.7\times10^{-9}$ at $t=150$. The late decay is not exponential: the factor oscillates under an envelope proportional to $t^{-3}$, and near $t=150$ it moves between $4\times10^{-10}$ and $3\times10^{-9}$.

At early times the memory term is needed. For an initially empty level, $t=5$ and $t'=3.5$, equation (24) reads

$$(-0.010750-0.017995i)+(-0.388797+0.015161i)=-0.399547-0.002834i,\tag{37}$$

which is the directly evolved $G^K(t,t')$.

### 2.5 When the level remembers

Raise the level to $\epsilon_d=2.5$. Above the band $\Sigma^R=\frac W2(\omega-\sqrt{\omega^2-4})$, and $E_b=\epsilon_d+\Sigma^R(E_b)$ has the solution $E_b=2.6834$, with $Z=0.9070$. Now $G^R(t)$ tends to $-iZe^{-iE_bt}$ and (26) is incomplete.

The late occupation follows from (24). Let chain mode $k$ have energy $\epsilon_k$, coupling $V_k$ and occupation $f_k$, and let $n_0$ be the initial filling of the level. At equal times the double integral factorizes for each mode:

$$\begin{aligned}iG^K(t,t)&=|G^R(t,0)|^2(1-2n_0)+\sum_k|a_k(t)|^2(1-2f_k),\\ a_k(t)&=V_k\int_0^tdt_1\,G^R(t-t_1)e^{-i\epsilon_kt_1}.\end{aligned}\tag{38}$$

Unitary evolution makes $|G^R(t,0)|^2+\sum_k|a_k|^2=1$, so (14) gives $n=|G^R(t,0)|^2n_0+\sum_k|a_k|^2f_k$. For the decaying part of $G^R$ the integral over the delay $t-t_1$ may run to infinity; the undamped part leaves an extra contribution from the starting time $t_1=0$:

$$a_k(t)\to V_k\left[G^R(\epsilon_k)e^{-i\epsilon_kt}-\frac{Z}{\epsilon_k-E_b}e^{-iE_bt}\right].\tag{39}$$

On squaring and summing over the continuum, the cross terms oscillate at different frequencies and cancel at late times. With $\sum_k|V_k|^2\to\sum_\alpha\int\frac{d\omega}{2\pi}\Gamma_\alpha$ and $f_\alpha$ the Fermi function of chain $\alpha$,

$$\begin{aligned}n_\infty&=n_c+Zn_b,\qquad n_c=\int\frac{d\omega}{2\pi}|G^R|^2\sum_\alpha\Gamma_\alpha f_\alpha,\\ n_b&=Zn_0+Z\int\frac{d\omega}{2\pi}\frac{\sum_\alpha\Gamma_\alpha f_\alpha}{(E_b-\omega)^2}.\end{aligned}\tag{40}$$

Here $n_b$ is the initial occupation of the bound orbital, which is conserved. With the same reservoirs as before, $n_c=0.0252$ and the second part of $n_b$ is $0.0196$. Starting empty, $n_\infty=0.0252+0.9070\times0.0196=0.043$. Starting full adds $Z^2=0.823$ and gives $0.866$. Direct evolution agrees with both predictions at $t=150$ to within $10^{-4}$ in $n$. The remainder is a slowly decaying beat between the bound state and the band edge; for the full start it still reaches $1.5\times10^{-4}$ between $t=140$ and $160$.

Equation (26) alone would give $0.479$ for either start. The reason can be read from (14). The continuum holds spectral weight $1-Z$, so the formula yields $\frac12[1-(1-Z)+2n_c]=n_c+Z/2$: the omitted bound state is counted as half filled. A vanishing memory term does not rescue (26): for $n_0=\frac12$ the first term of (38) is zero, yet (40) gives $0.454$, because the double integral also keeps a contribution from the starting time.

In equilibrium the missing line is known. For $\mu_L=\mu_R=2.6$, the continuum alone gives $n=0.5465$. Adding the line (32) with its hyperbolic tangent changes this by

$$-\frac Z2\tanh\frac{E_b-\mu}{2T}=-0.4535\times\tanh(0.4168)=-0.1788,\tag{41}$$

so $n=0.3677$, the value obtained from the Gibbs state of the coupled system. Equal chemical potentials alone do not produce this state: evolved from the product state with $\mu_L=\mu_R=2.6$, the level settles at $0.177$ if it starts empty and at $1.000$ if it starts full. The equilibrium relation (29) therefore survives the bound state, whereas the steady-state formula (26) needs the additional line. Outside the Gibbs state, the filling of that line depends on how the system was prepared. This holds for one strictly undamped bound state. A weak extra reservoir with states at $E_b$ broadens the line and erases the memory: with a third chain of hopping 2, coupling $0.25$ and $\mu=0$ added to the biased model, the empty and full starts give $0.0275$ and $0.0290$ at $t=150$. With two bound states the occupation need not settle at all: for $\epsilon_d=0$, $V_L=V_R=1.2$ and a full start it keeps oscillating between $0.50$ and $0.61$.

## Computed values

```
Units: energy J, time hbar/J, G in 1/J (w), pure number (t)
Rotation, largest error: 3.5e-17
Contour product rule, largest error: 7.0e-16
Dimer (in units of its hopping): U=4.0, level split=0.7, mu=1.5, beta=2.0
Dimer tanh relation, thermal state, error: 1.1e-14
Dimer tanh relation, nonthermal state, error: 0.1676
Boson sum at beta*w=0.6: 3.432738 (coth)
Level model: V_L=0.5 J, V_R=0.4 J, T=0.1 J, sites per chain=200
Bias case: eps_d=0.3 J, mu_L=0.5 J, mu_R=-0.5 J
Two-time check at t=5.0, t'=3.5 hbar/J, level empty at t0=0:
  memory term   = -0.010750-0.017995j
  integral term = -0.388797+0.015161j
  exact G^K     = -0.399547-0.002834j, error 5.2e-16
|G^R(t,0)|^2 at t=5.0 hbar/J: 9.892e-03
|G^R(t,0)|^2 at t=150.0 hbar/J: 1.660e-09
Steady occupation from G^R Sigma^K G^A: 0.416604
Evolved occupation at t=150.0 hbar/J, start empty: 0.416604
Evolved occupation at t=150.0 hbar/J, start full:  0.416604
Largest steady G^K error, delays 0, 1, 3 hbar/J: 2.9e-09
w [J], A [1/J], iG^K [1/J], F = iG^K/A:
  -1.00   0.53591  -0.53312  -0.99478
  -0.50   1.23267  -0.75156  -0.60970
   0.00   3.17706  -0.68807  -0.21657
   0.50   4.75142   1.85404   0.39021
   1.00   1.91361   1.89799   0.99184
Apparent beta between these w [1/J]: 9.056 1.954 2.528 9.346 (leads: 10.0)
Equal mu=0.2 J: steady n=0.400351, Gibbs n=0.400351
Bound-state case: eps_d=2.5 J, E_b=2.683351 J, Z=0.907038
  occupation from G^R Sigma^K G^A alone: 0.478687
  continuum part n_cont: 0.025168
  lead part of initial bound occupation: 0.019587
  start empty: predicted n=0.042935, evolved n=0.042939
  start full: predicted n=0.865652, evolved n=0.865596
Bound state in equilibrium, mu=2.6 J:
  tanh relation with pole n=0.367700, Gibbs n=0.367700
  G^R Sigma^K G^A without pole n=0.546473
```
